# How Vacuum Height Sets Plane-Wave and Fourier-Grid Cost

## A tripled vacuum and a Fourier transform that grows by about 2.3

A two-dimensional layer is placed in a periodic cell with 10 Å of vacuum, and the vacuum is then raised to 30 Å at a fixed cutoff of 500 eV. The vacuum has tripled. The number of plane waves grows by a factor 2.315, and the nominal operation count $5N\log_2N$ of one Fourier transform by 2.283. The second number is puzzling, because a transform on $N$ points costs about $N\log N$ operations and should grow slightly faster than the basis. The explanation needs the leading law for each quantity and its first correction.

Let $t$ be the height assigned to the layer, $h$ the vacuum height and $L=t+h$ the cell height. The split between $t$ and $h$ is a convention; only $L$ enters the basis. The example uses $t=5$ Å and a hexagonal in-plane cell with lattice constant $a=2.5$ Å, so its area is

$$A=\frac{\sqrt3}{2}a^2=5.413\ \text{Å}^2 .$$

These are round model parameters and stand for no particular material. The in-plane cell, the k-points, the cutoff $E_c$ and the number of occupied bands stay fixed as $L$ changes, and all k-points have $k_z=0$.

## Plane waves: a linear law with a bounded correction

A plane wave $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ is kept if its kinetic energy does not exceed $E_c$, which means

$$|\mathbf k+\mathbf G|\le k_c,\qquad k_c=\sqrt{\frac{E_c}{\hbar^2/2m}}=\sqrt{\frac{500}{3.810}}=11.46\ \text{Å}^{-1}.$$

Separate $\mathbf G$ into an in-plane part $\mathbf G_\parallel$ and a perpendicular part $2\pi n/L$ with integer $n$. For each $\mathbf G_\parallel$ inside the cutoff, define

$$q(\mathbf G_\parallel)=\sqrt{k_c^2-|\mathbf k+\mathbf G_\parallel|^2}.$$

The condition becomes $|n|\le Lq/2\pi$. This column holds $n=0$ and equal numbers of positive and negative integers, hence $2\lfloor Lq/2\pi\rfloor+1$ waves. Since $x-1<\lfloor x\rfloor\le x$, we have $2x-1<2\lfloor x\rfloor+1\le 2x+1$. With $x=Lq/2\pi$, each column therefore differs from $Lq/\pi$ by at most one. Summing over the $M$ columns gives

$$\left|N_{\rm pw}-sL\right|\le M,\qquad s=\frac1\pi\sum_{\mathbf G_\parallel}q(\mathbf G_\parallel).$$

Neither $s$ nor $M$ depends on $L$. The leading term is linear, and the correction is a staircase that stays bounded however high the cell becomes.

The slope has a simple average over in-plane k-points. The in-plane Brillouin zone has area $4\pi^2/A$. Integrating over the zone and summing over all $\mathbf G_\parallel$ covers the whole plane once, so

$$\bar s=\frac{A}{4\pi^2}\,\frac1\pi\int_{p<k_c}\sqrt{k_c^2-p^2}\;d^2p .$$

In polar coordinates the integral is $2\pi\int_0^{k_c}p\sqrt{k_c^2-p^2}\,dp=2\pi k_c^3/3$. Therefore

$$\bar s=\frac{Ak_c^3}{6\pi^2}=137.4\ \text{waves per Å}.$$

This is the familiar volume estimate: the volume of the cutoff sphere, $4\pi k_c^3/3$, divided by the reciprocal volume per wave, $8\pi^3/(AL)$.

At $\mathbf k=0$ the slope is $s=138.3$ waves per Å, 0.7% above the average. That difference comes from the discreteness of the in-plane lattice, and more vacuum does not remove it. The staircase, in contrast, loses relative weight. Estimating $M$ by the area of the cutoff disc divided by the area per in-plane vector gives $M\approx Ak_c^2/4\pi$, so that

$$\frac{M}{\bar sL}\approx\frac{Ak_c^2}{4\pi}\,\frac{6\pi^2}{Ak_c^3L}=\frac{3\pi}{2k_cL}.$$

For $L=15$ Å this bound is about 2.7%. Direct enumeration gives $M=55$, and over a scan of cell heights from 12 to 42 Å the largest deviation from $sL$ was about 34 waves, inside the bound.

In terms of the vacuum the law is affine, $N_{\rm pw}\approx s(t+h)$. Its logarithmic slope is

$$\frac{d\ln N_{\rm pw}}{d\ln h}=\frac{h}{N_{\rm pw}}\frac{dN_{\rm pw}}{dh}=\frac{h}{t+h},$$

which is below one and approaches one when $h\gg t$. Between $h=15$ and 25 Å the enumerated counts give an exponent 0.798; the formula at the geometric mean, 19.36 Å, gives 0.795.

The opening factor for the basis now follows. The cell height grows by $35/15=2.333$. The counts are 2089 and 4837, while $sL$ is 2075.0 and 4841.6. The first count lies 14 waves above the line and the last about 5 below it, which lowers the ratio to $4837/2089=2.315$.

## The Fourier grid: a linear law with rounding

The density contains products $\psi^*\psi$, whose wavevectors are differences of two vectors in the cutoff sphere. Let $\mathbf a_i$ be a cell vector and $m_i$ the integer index of $\mathbf G$ along its axis, so that $\mathbf G\cdot\mathbf a_i=2\pi m_i$. For two waves of the same k-point,

$$|m_i-m_i'|=\frac{|(\mathbf G-\mathbf G')\cdot\mathbf a_i|}{2\pi}\le\frac{2k_c|\mathbf a_i|}{2\pi}=\frac{k_c|\mathbf a_i|}{\pi}.$$

The index difference therefore cannot exceed $M_i=\lfloor k_c|\mathbf a_i|/\pi\rfloor$. A grid of $N_i$ points cannot distinguish indices that differ by a multiple of $N_i$. The indices from $-M_i$ to $M_i$ are all distinct if

$$N_i\ge 2M_i+1 .$$

This size is sufficient for every k-point, but it is not always the smallest possible. With $k_z=0$ the perpendicular indices run from $-\lfloor k_cL/2\pi\rfloor$ to $\lfloor k_cL/2\pi\rfloor$, so their largest difference is even and can be one less than $M_z$. At $L=25$ and 35 Å, 181 and 253 points would do, two fewer than $2M_z+1$.

The same grid suffices for the potential acting on an orbital, when the result is projected back onto the sphere. Potential components with index $|j|>M_i$ connect no two waves in the sphere and can be dropped. A false contribution would need $m'+j=m+\nu N_i$ with integer $\nu\ne0$. But $|m'-m+j|\le M_i+M_i=2M_i<N_i$, so none occurs.

Both statements were tested along the perpendicular axis at $L=15$ Å, with random coefficients and explicit convolutions as reference. The minimum of 109 points reproduced density and product to rounding error. With 108 points the density was wrong by 1.2% of its largest Fourier component.

Without rounding, $N_i\approx2k_c|\mathbf a_i|/\pi$. The total for the hexagonal cell is $N_r\approx 8k_c^3a^2L/\pi^3$, and dividing by the volume estimate of the basis gives

$$\frac{N_r}{N_{\rm pw}}\approx\frac{8k_c^3a^2L}{\pi^3}\,\frac{6\pi^2}{(\sqrt3/2)a^2Lk_c^3}=\frac{96}{\sqrt3\,\pi}\approx17.6 .$$

The ratio is independent of both $L$ and the cutoff: grid and basis grow together at leading order. In the example the ratio is larger, $48000/2089\approx23$ at $L=15$ Å, because each axis is rounded up to an integer whose prime factors are 2, 3 and 5. In the plane the sufficient size $2M_i+1=19$ becomes 20. Along the perpendicular axis the sizes are as follows.

| $h$ (Å) | sufficient $2M_z+1$ | used $N_z$ | $N_r$ |
|---|---|---|---|
| 10 | 109 | 120 | 48000 |
| 15 | 145 | 150 | 60000 |
| 20 | 183 | 192 | 76800 |
| 30 | 255 | 256 | 102400 |

## Transform work: the logarithmic correction

In the radix-2 algorithm a transform of length $N$ has $\log_2N$ levels with $N/2$ butterflies each. A butterfly multiplies one complex number by a phase, which takes 6 real operations, and then forms one complex sum and one complex difference, which take 4. The total is $10\,(N/2)\log_2N=5N\log_2N$.

In three dimensions, transforms along axis $i$ act on $N_r/N_i$ lines. Their work is $(N_r/N_i)\,5N_i\log_2N_i=5N_r\log_2N_i$. Adding the axes turns the sum of logarithms into the logarithm of the product:

$$W_{\rm FFT}=5N_r\log_2N_r .$$

Counting the operations of a working radix-2 transform confirmed this formula. For lengths with factors 3 and 5 it is a nominal estimate: radix-3 and radix-5 stages take somewhat more operations per factor of two in length, so ratios between such grids can shift by several per cent. It counts arithmetic, not memory traffic or elapsed time.

With $N_r\propto L$ and the rounding ignored, $\ln W_{\rm FFT}=\ln N_r+\ln\ln N_r+\text{const}$, and therefore

$$\frac{d\ln W_{\rm FFT}}{d\ln L}=1+\frac1{\ln N_r}.$$

The leading exponent is one, and the first correction falls off only logarithmically. It is 0.093 at $N_r=48000$ and still 0.087 at $N_r=102400$. With respect to vacuum height the exponent carries the extra factor $d\ln L/d\ln h=h/(t+h)$. At $h=10$ Å it is $0.667\times1.093=0.73$, and at $h=30$ Å it is $0.857\times1.087=0.93$. At both heights the fixed layer height changes the exponent more than the logarithm does. In much taller cells the order reverses, because $t/L$ falls faster than $1/\ln N_r$.

The puzzle of the opening can now be resolved. Starting from $N_r=48000$ and scaling smoothly by 2.333, the work would grow by

$$2.333\left(1+\frac{\ln2.333}{\ln48000}\right)=2.333\times1.079=2.52 .$$

The actual grid grows less, by $256/120=2.133$. The short cell pays for a rounding from 109 to 120, about 10%, whereas the tall cell pays for one extra point in 255. The logarithm contributes $\log_2102400/\log_248000=1.070$, and $2.133\times1.070=2.283$. The rounding outweighs the logarithm here. A different pair of heights can reverse the sign of this effect, so an exponent fitted to two cells mixes the asymptotic law with the choice of grid sizes. The allowed prime factors matter as well: if 7 is admitted, the short cell uses 112 points instead of 120, and the nominal ratio becomes $2.286\times1.077=2.46$, larger than that of the basis.

## Work in one iteration

Applying a local potential to one orbital takes a transform to the real-space grid and one back. For $N_b$ bands the work is $2N_bW_{\rm FFT}$. The overlap matrix of the bands has $N_b^2$ elements, each a sum over $N_{\rm pw}$ products. A complex multiplication and addition take 8 real operations, which gives $8N_b^2N_{\rm pw}$.

For $N_b=4$ and $h=10$ Å the transforms take $8\times3.732=29.9$ million operations and the overlaps $8\times16\times2089=0.27$ million. In general,

$$\frac{8N_b^2N_{\rm pw}}{10N_bN_r\log_2N_r}=\frac{0.8\,N_b}{(N_r/N_{\rm pw})\log_2N_r},$$

so overlaps matter when there are many bands. At the present grid ratio and logarithm the two counts would be equal near $N_b\approx23\times15.6/0.8\approx450$. Both terms are linear in $L$ apart from the logarithm and the integer corrections, so the vacuum scaling is nearly the same on either side of that crossover.

The linear law relies on a fixed $N_b$. It fails if bands are requested up to a fixed energy $E$ above the vacuum level. Standing waves in the vacuum have spacing $\pi/L$ in wavenumber, so the column with $\mathbf k+\mathbf G_\parallel=0$, which has no in-plane kinetic energy, adds about

$$\Delta N_b\approx\frac{\Delta L}{\pi}\sqrt{\frac{E}{\hbar^2/2m}}$$

states when the cell grows by $\Delta L$. For $E=10$ eV and $\Delta L=20$ Å this is 10.3. The planar model described below gives 9 states at $L=15$ Å and 19 at $L=35$ Å, an increase of 10. Once such states dominate, $N_b\propto L$. Transform work then grows as $L^2\log L$ and overlap work as $L^3$.

## Iterations: a separate factor

The total work is a product,

$$W_{\rm tot}=N_{\rm it}\,W_{\rm it},$$

where $W_{\rm it}$ is the work of one self-consistency iteration. The number of k-points and of Hamiltonian applications per band are held fixed inside $W_{\rm it}$. Ratios then multiply and logarithmic exponents add. Nothing in the counting above determines $N_{\rm it}$, which follows from how an error in the density responds to itself.

Let $F[n]$ be the output density produced by an input density $n$, and let $n_*$ be the self-consistent density. Linear mixing with parameter $\alpha$ sets $n_{i+1}=n_i+\alpha(F[n_i]-n_i)$. Write $n_i=n_*+e_i$. In the Hartree approximation a small error changes the potential by $ve_i$, where $v$ is the Coulomb kernel, and the output by $\chi_0ve_i$, where $\chi_0$ is the independent-particle response. Hence

$$e_{i+1}=e_i+\alpha(\chi_0ve_i-e_i)=\left[1-\alpha(1-\chi_0v)\right]e_i .$$

If $\lambda$ denotes an eigenvalue of $1-\chi_0v$, the asymptotic reduction factor per iteration is $r=\max|1-\alpha\lambda|$. For a ground state $\chi_0$ is negative semidefinite, and $v$ is positive on neutral densities. The nonzero eigenvalues of $-\chi_0v$ equal those of $-v^{1/2}\chi_0v^{1/2}$, so $\lambda\ge1$. Convergence requires $\alpha<2/\lambda_{\max}$.

The vacuum enters through $v$. Take a neutral density change $\delta n(z)$ that is uniform in the plane and has moment $p=\int z\,\delta n\,dz$. Let $e^2$ stand for the squared charge divided by $4\pi\varepsilon_0$. An isolated sheet has the potential energy

$$U_\infty(z)=-2\pi e^2\int|z-z'|\,\delta n(z')\,dz' .$$

To the right of the charge this equals $+2\pi e^2p$, and to the left $-2\pi e^2p$. A periodic potential cannot keep this step of $4\pi e^2p$. The periodic solution of the same Poisson equation adds a linear term that removes it over the length $L$:

$$U_L(z)=U_\infty(z)-\frac{4\pi e^2}{L}\,z\,p+\text{const}.$$

The kernel has changed by $-(4\pi e^2/L)\,zz'$, and the operator $1-\chi_0v$ by $+(4\pi e^2/L)\,\chi_0|z\rangle\langle z|$.

First-order perturbation theory needs the right eigenvector $u$ at infinite $L$ and the matching left eigenvector. Because $v-v\chi_0v$ is symmetric, the left one is $vu$. From $\chi_0vu=(1-\lambda_\infty)u$ one finds $\langle vu|\chi_0|z\rangle=(1-\lambda_\infty)\langle u|z\rangle$, and so

$$\lambda_{\max}\approx\lambda_\infty-\frac cL,\qquad c=4\pi e^2(\lambda_\infty-1)\frac{\langle z|u\rangle^2}{\langle u|v|u\rangle}\ge0 .$$

This assumes a layer of fixed thickness whose density and $\chi_0$ no longer change with $L$, as for a bound insulating layer. Then $\lambda_{\max}$ rises towards a constant. The correction is present when the mode carries a dipole and vanishes for an even mode.

## The iteration factor in a planar model

The model has one doubly filled orbital per area $A$, uniform in the plane, in a Gaussian well of depth 25 eV and width 0.6 Å, with a neutralizing Gaussian background of the same width. It is treated in the Hartree approximation, keeps the orbital's self-repulsion, and omits exchange, correlation and in-plane structure. It shows how the factors separate; it does not predict $N_{\rm it}$ for a real layer. Each run starts from a displaced density and stops at a relative residual of $10^{-8}$.

| $L$ (Å) | $\lambda_{\max}$ | $N_{\rm it}$, $\alpha=0.20$ | $N_{\rm it}$, $\alpha=0.72$ |
|---|---|---|---|
| 15 | 2.218 | 71 | 36 |
| 20 | 2.264 | 70 | 40 |
| 25 | 2.292 | 70 | 43 |
| 35 | 2.324 | 70 | 46 |

From the cells of 20 and 35 Å,

$$c=\frac{2.3236-2.2641}{1/20-1/35}\approx2.78\ \text{Å},\qquad\lambda_\infty\approx2.3236+\frac{2.78}{35}\approx2.403 .$$

The line predicts 2.292 at 25 Å, as found. That agreement was a test of the $1/L$ law. A nonzero $c$ also shows that the leading mode carries a dipole.

For $\alpha=0.72$ the largest eigenvalue controls convergence, with $r=\alpha\lambda_{\max}-1$. At $L=15$ Å this gives $0.72\times2.218-1=0.597$, and at 35 Å it gives 0.673. The residuals of the nonlinear iteration shrink at these same rates. If a fixed reduction of the error is required, $N_{\rm it}\propto1/|\ln r|$. Since $dr/d\ln L=\alpha c/L$,

$$\frac{d\ln N_{\rm it}}{d\ln L}\approx\frac{\alpha c}{L\,r|\ln r|}.$$

The exponent is about 0.43 at 15 Å and 0.21 at 35 Å, and it vanishes as $1/L$ provided that $\alpha\lambda_\infty<2$. The limiting rate is $0.72\times2.403-1=0.730$. Scaling the 46 iterations at 35 Å by $\ln0.673/\ln0.730$ gives an estimate of about 58 for very tall cells. Saturation is therefore not yet complete at 35 Å.

For $\alpha=0.20$ the factor belonging to $\lambda_{\max}$ is only about 0.54 at 35 Å. Error components with $\lambda$ near one are multiplied by about $1-\alpha=0.8$ in each iteration and decay more slowly. They hardly respond to the Coulomb kernel, which accounts for a count that barely changes with $L$.

Between $h=10$ and 30 Å the product of iterations and transform work grows by $1.278\times2.283=2.92$ with the larger mixing, and by $0.986\times2.283=2.25$ with the smaller one. The grids are identical in the two cases. Read as a single scaling law, the first figure would wrongly assign the iteration factor to the Fourier grid. The larger mixing nevertheless needs fewer iterations at every height, so a steeper growth does not mean a higher cost.

## Where saturation fails

Suppose instead that a homogeneous metal fills the cell, so that the material thickens with $L$. At long wavelength its response is local, $\delta n=-D\,\delta U$, where $D$ is the density of states per volume at the Fermi level. With $v=4\pi e^2/G^2$ and the smallest wavevector $G=2\pi/L$,

$$\lambda_{\max}\approx1+\frac{4\pi e^2D}{(2\pi/L)^2}=1+\frac{e^2DL^2}{\pi}.$$

This grows without bound. The growth comes from the thickness of the metal, not from the vacuum: with the same local response confined to a slab of fixed thickness, $\lambda_{\max}$ again approaches a constant as $L$ grows. For eigenvalues between 1 and $\lambda_{\max}$, the best linear mixing balances the two ends, $1-\alpha=\alpha\lambda_{\max}-1$. It gives $\alpha=2/(1+\lambda_{\max})$ and $r=(\lambda_{\max}-1)/(\lambda_{\max}+1)\approx1-2/\lambda_{\max}$. The iteration count then grows as $1/|\ln r|\approx\lambda_{\max}/2\propto L^2$. The number of electrons also grows with the thickness, so $N_b\propto L$ and the transform work in one iteration, $2N_bW_{\rm FFT}$, grows as $L^2\log L$. The total transform work therefore grows as $L^4\log L$.

The basis and grid laws are the same in both cases, since they depend on the cell and the cutoff and not on what fills the cell. For an insulating layer with added vacuum and a fixed number of bands, the extra cost at large $L$ comes from the basis and the grid; for a thickening metal under linear mixing, the bands and the iterations contribute further powers of $L$.

## Values computed for the example and the checks

```
in-plane lattice constant: 2.50 A; area: 5.4127 A^2
layer thickness t: 5.0 A; cutoff: 500 eV
hbar^2/2m: 3.80998 eV A^2; cutoff wavenumber: 11.4558 1/A
occupied bands in cost estimate: 4
in-plane columns M at k=0: 55
slope s at k=0: 138.332 waves/A
volume-law slope: 137.414 waves/A
zone-averaged slope: 137.410 waves/A
largest |N_pw - s L| in scan: 33.51
count exponent in h, 15 to 25 A: 0.798
h/(t+h) at h = 19.36 A: 0.795
in-plane grid: minimum 19, used 20 per axis
h=10 A, L=15 A: N_pw=2089, s*L=2075.0
  Nz minimum=109, used=120, N_r=48000
  one FFT=3.732 million operations
  2*N_b FFTs=29.86 million; overlap=0.267 million
  FFT exponent in L: 1.0928
h=15 A, L=20 A: N_pw=2767, s*L=2766.6
  Nz minimum=145, used=150, N_r=60000
  one FFT=4.762 million operations
  2*N_b FFTs=38.09 million; overlap=0.354 million
  FFT exponent in L: 1.0909
h=20 A, L=25 A: N_pw=3445, s*L=3458.3
  Nz minimum=183, used=192, N_r=76800
  one FFT=6.232 million operations
  2*N_b FFTs=49.85 million; overlap=0.441 million
  FFT exponent in L: 1.0889
h=30 A, L=35 A: N_pw=4837, s*L=4841.6
  Nz minimum=255, used=256, N_r=102400
  one FFT=8.522 million operations
  2*N_b FFTs=68.17 million; overlap=0.619 million
  FFT exponent in L: 1.0867
h 10->20 A: L x1.667, N_pw x1.649, FFT x1.670
h 10->30 A: L x2.333, N_pw x2.315, FFT x2.283
relative density error, one grid point too few: 1.24e-02
planar model: well 25 eV, Gaussian width 0.6 A
  sheet density 0.3695 1/A^2, start shift 0.3 A
  relative residual tolerance: 1e-08
  occupied level below vacuum: 13.997 eV
  mixing parameters: 0.20 and 0.72
L=15 A: lambda_max=2.2179, iterations=71 and 36
  rate at larger mixing: predicted 0.5969, seen 0.5969
  states below vacuum + 10 eV: 9
L=20 A: lambda_max=2.2641, iterations=70 and 40
  rate at larger mixing: predicted 0.6301, seen 0.6301
  states below vacuum + 10 eV: 11
L=25 A: lambda_max=2.2919, iterations=70 and 43
  rate at larger mixing: predicted 0.6501, seen 0.6501
  states below vacuum + 10 eV: 13
L=35 A: lambda_max=2.3236, iterations=70 and 46
  rate at larger mixing: predicted 0.6730, seen 0.6730
  states below vacuum + 10 eV: 19
lambda_max extrapolated to infinite L: 2.4031
h 10->30 A, larger mixing: iterations x1.278, iterations*FFT x2.918
h 10->30 A, smaller mixing: iterations x0.986
```
